# Exchange-Correlation Energy of a Quantum Well in the Two-Dimensional Limit

## Problem

Electrons move freely in the $xy$ plane and are confined between hard walls at $z=0$ and $z=L$. The gas is unpolarized, a uniform background makes it neutral, and the areal density $n$ is fixed. Find the limit $L\to0$ of the exchange-correlation energy per electron in

1. exact exchange plus the random-phase approximation (RPA), all subbands included;
2. the local density approximation (LDA);
3. a generalized gradient approximation (GGA).

Kinetic and Hartree energies are kept apart. The algebra uses atomic units. All energies are evaluated with the orbitals of the empty well,

$$\phi_m(z)=\sqrt{2/L}\,\sin(m\pi z/L),\qquad \varepsilon_{m1}=\varepsilon_m-\varepsilon_1=\frac{\pi^2(m^2-1)}{2L^2}.$$

With two spins, $n=k_F^2/2\pi$ when one subband is filled. This requires $k_F^2/2<\varepsilon_{21}=3\pi^2/2L^2$, that is, $nL^2<3\pi/2$. The volume density is then $n_3(z)=(2n/L)\sin^2(\pi z/L)$.

## A tempting solution

As $L\to0$ the subband gaps grow as $L^{-2}$. Excitations into higher subbands therefore disappear, and exchange plus RPA becomes that of a two-dimensional gas, which is finite. The LDA sees only $n_3\propto 1/L$. Its exchange energy per electron goes as $n_3^{1/3}$ and diverges as $L^{-1/3}$. A GGA multiplies the LDA exchange integrand by an enhancement factor $F_x(s)$. An enhancement cannot remove a divergence, so every GGA diverges too.

## Where it fails

The last step is false. The reduced gradient

$$s=\frac{|\nabla n_3|}{2(3\pi^2)^{1/3}n_3^{4/3}}$$

itself diverges in the thin well, so the behaviour of $F_x$ at large $s$ decides the limit. Nothing in the form of a GGA keeps $F_x$ away from zero there, and in PW91 it does go to zero.

The RPA step has a true conclusion but a gap in its reasoning. Each excitation into a given subband fades at fixed in-plane wave number $q$. There are, however, infinitely many subbands, $q$ runs to infinity, and the Coulomb interaction $2\pi/q$ is singular at small $q$. The sum of all these contributions has to be bounded.

## Exact exchange

The interaction between two electrons in the lowest subband is

$$V_{11}(q)=\frac{2\pi}{q}F,\qquad F=\big\langle e^{-q|z-z'|}\big\rangle,$$

where the average is over $\phi_1^2(z)\phi_1^2(z')$. The exchange energy per area is $-\frac12$ times a factor 2 for spin, times the sum over pairs of occupied states. Two Fermi disks displaced by $q=2k_Fx$ overlap in the area $2k_F^2h(x)$ with $h=\arccos x-x\sqrt{1-x^2}$. Hence

$$\frac{E_x}{A}=-\int\frac{q\,dq}{2\pi}\,\frac{2\pi F}{q}\,\frac{2k_F^2h}{(2\pi)^2},\qquad
e_x=-\frac1\pi\int_0^{2k_F}dq\,F\,h .$$

The second form follows on division by $n=k_F^2/2\pi$. For $F=1$ the integral is $2k_F(1-\tfrac13)$, so

$$e_x^{2D}=-\frac{4k_F}{3\pi}.$$

Since $0\le1-e^{-y}\le y$ for $y\ge0$, we have $0\le 1-F\le q\,\ell$ with $\ell=\langle|z-z'|\rangle$. Using $\int_0^1x\,h\,dx=\pi/8-\pi/16=\pi/16$,

$$0\le e_x-e_x^{2D}\le\frac{\ell}{\pi}\,4k_F^2\,\frac{\pi}{16}=\frac{\pi}{2}\,n\ell .$$

The upper bound is also the leading term for small $L$, because $1-F=q\ell+O(q^2L^2)$ and $q\le2k_F$.

To find $\ell$, let $G(t)=t-\sin(2\pi t)/2\pi$ be the probability of finding the electron below $z=tL$. A plane at $t$ separates two independent electrons with probability $2G(1-G)$, and $|z-z'|$ is the length over which planes separate them. With $\int_0^1 G\,dt=\frac12$ and $\int_0^1 G^2dt=\frac13+\frac1{2\pi^2}+\frac1{8\pi^2}$,

$$\ell=2L\int_0^1G(1-G)\,dt=L\Big(\frac13-\frac{5}{4\pi^2}\Big).$$

Exchange therefore approaches its two-dimensional value linearly in $L$.

## The RPA energy in subband form

The adiabatic connection gives

$$E_c=-\frac1{2\pi}\int_0^1d\lambda\int_0^\infty d\omega\,\mathrm{Tr}\,v(\chi_\lambda-\chi_0)$$

at imaginary frequency $i\omega$. The RPA sets $\chi_\lambda=(1-\lambda\chi_0v)^{-1}\chi_0$. The $\lambda$ integral then yields

$$E_c=\frac1{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}[\ln(1-\chi_0v)+\chi_0v].$$

An electron excited from $(\phi_1,\mathbf k)$ to $(\phi_m,\mathbf k+\mathbf q)$ needs the energy $D=\varepsilon_{m1}+q^2/2+\mathbf k\cdot\mathbf q$. The two time orders add to $2D/(D^2+\omega^2)$, and spin gives another factor 2. With $\rho_m=\phi_1\phi_m$,

$$-\chi_0=\sum_mP_m\,\rho_m(z)\rho_m(z'),\qquad
P_m=4\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\frac{D}{D^2+\omega^2}.$$

For $m=1$ the disk includes transitions blocked by the Pauli principle. They cancel in pairs, since $\mathbf k\to-\mathbf k-\mathbf q$ reverses the sign of $D$.

To evaluate $P_m$, write the integrand as $\mathrm{Re}\,1/(a+\mathbf k\cdot\mathbf q)$ with $a=\varepsilon_{m1}+q^2/2+i\omega$. The angular average is $1/\sqrt{a^2-k^2q^2}$, and the radial integral gives

$$P_m=\frac{2}{\pi q^2}\mathrm{Re}\Big[a-\sqrt{a^2-k_F^2q^2}\Big]=4n\,\mathrm{Re}\,\frac{1}{a+\sqrt{a^2-k_F^2q^2}}>0,$$

where the root has positive real part. Now define

$$V_{mm'}=\frac{2\pi}q\iint\rho_m(z)e^{-q|z-z'|}\rho_{m'}(z')\,dz\,dz',\qquad M_{mm'}=\sqrt{P_m}\,V_{mm'}\sqrt{P_{m'}} .$$

The matrix $M$ has the same nonzero eigenvalues as $-\chi_0v$, so

$$\frac{E_c}{A}=\frac1{2\pi}\int_0^\infty d\omega\int\frac{d^2q}{(2\pi)^2}\,[\ln\det(1+M)-\mathrm{tr}\,M].$$

## Correlation within the lowest subband

Keeping $m=1$ alone leaves $g(x)=\ln(1+x)-x$ at $x=V_{11}P_1$. In two dimensions the argument is $x_0=2\pi P_1/q\ge x$.

The two-dimensional integral is finite. Since $P_1=2n\langle D/(D^2+\omega^2)\rangle$, averaged over the disk, $\int_0^\infty P_1d\omega\le\pi n$. For $q<4k_F$ the estimate $|g|\le x_0$ then suffices, because $q\,dq$ cancels the $1/q$. For $q>4k_F$ every $D$ exceeds $q^2/4$. From

$$\int_0^\infty\frac{DD'\,d\omega}{(D^2+\omega^2)(D'^2+\omega^2)}=\frac{\pi}{2(D+D')}\qquad(D,D'>0)$$

we get $\int_0^\infty P_1^2d\omega\le4\pi n^2/q^2$. With $|g|\le x_0^2/2$ the remaining integrand falls as $q^{-3}$.

The function $g$ is decreasing and concave, with $g'=-x/(1+x)$. Therefore

$$0\le g(x)-g(x_0)\le\frac{x_0}{1+x_0}(x_0-x)\le\frac{x_0}{1+x_0}\,2\pi\ell P_1 .$$

The last step uses $2\pi/q-V_{11}\le2\pi\ell$. The right side is integrable by the same two estimates: at small $q$ it is at most $2\pi\ell P_1$, and at large $q$ it gives $\int q\,dq\,q^{-1}q^{-2}$. The intrasubband energy thus lies above the two-dimensional RPA energy and approaches it at least as fast as $L$.

## Bounding all higher subbands

Let $b$ be the row of elements $M_{1m}$ with $m\ge2$, and $M_\perp$ the block with both indices at least 2. Elimination of the first channel gives

$$\det(1+M)=(1+M_{11})\det(1+S),\qquad S=M_\perp-\frac{b^Tb}{1+M_{11}} .$$

The Coulomb interaction is positive, so $M\ge0$ and $M_\perp-b^Tb/M_{11}\ge0$. It follows that $0\le S\le M_\perp$. The change of the integrand caused by the higher subbands is $\Delta=\ln\det(1+S)-\mathrm{tr}\,M_\perp$. From $s-s^2/2\le\ln(1+s)\le s$ for each eigenvalue $s$ of $S$,

$$-|b|^2-\tfrac12\mathrm{tr}\,M_\perp^2\le\Delta\le0 .$$

**Interaction.** Orthogonality gives $\int\rho_m\,dz=\delta_{m1}$. A constant may therefore be subtracted from the kernel in every $V_{mm'}$ except $V_{11}$. Subtracting $2\pi/q$ leaves a kernel of magnitude

$$w=\frac{2\pi}{q}\big(1-e^{-q|z-z'|}\big)\le2\pi\min(L,1/q),$$

which removes the small-$q$ singularity. Completeness of the $\phi_m$ then bounds the sum over all pairs except $(1,1)$:

$$\sum{}'V_{mm'}^2\le\iint\phi_1^2(z)\,w^2\,\phi_1^2(z')\,dz\,dz'\le(2\pi)^2\min(L^2,1/q^2).$$

**Excitation energies.** For $m\ge2$, $D\ge\varepsilon_{m1}+q^2/2-k_Fq\ge\varepsilon_{m1}+q^2/4-k_F^2$, because $(q/2-k_F)^2\ge0$. If $k_F^2\le\varepsilon_{21}/2$, equivalently $nL^2\le3\pi/8$, then

$$D\ge d=\frac{\varepsilon_{21}}2+\frac{q^2}4=\frac{3\pi^2+q^2L^2}{4L^2}.$$

The frequency integral above gives $\int P_mP_{m'}d\omega\le\pi n^2/d$ for $m,m'\ge2$. For $m=1$ the energy $D$ may have either sign and any size, and the bound is $\int P_1P_md\omega\le2\pi n^2/d$. Since $\sum'$ counts both $(1,m)$ and $(m,1)$,

$$\int_0^\infty|\Delta|\,d\omega\le\frac{\pi n^2}{d}\sum{}'V_{mm'}^2 .$$

Insert this in the energy, divide by $n$ and set $u=qL$:

$$|e_{\rm inter}|\le4\pi nL^2\int_0^\infty\frac{u\min(1,u^{-2})}{3\pi^2+u^2}\,du=C\,nL^2,$$

$$C=4\pi\Big[\tfrac12\ln\Big(1+\frac1{3\pi^2}\Big)+\frac{\ln(1+3\pi^2)}{6\pi^2}\Big]\approx0.935 .$$

The two terms come from $u<1$ and $u>1$. The higher subbands vanish at least as fast as $L^2$, and the answer to part 1 is

$$e_x+e_c^{RPA}\;\to\;e_x^{2D}+e_c^{2D,RPA}.$$

This is the RPA energy of the two-dimensional gas, not its exact energy: the RPA leaves out exchange-type correlation in any dimension. Adding the Hartree or the LDA potential to the empty well does not affect the limit. Across the well the Hartree potential varies by order $nL$ and the LDA exchange-correlation potential by order $L^{-1/3}$, against level spacings of order $L^{-2}$, so the orbitals tend to those of the empty well.

## LDA

The exchange energy per particle of the uniform gas is $-\frac34(3/\pi)^{1/3}n_3^{1/3}$. Averaged over the well it becomes

$$e_x^{LDA}=-\frac34\Big(\frac3\pi\Big)^{1/3}\Big(\frac{2n}{L}\Big)^{1/3}\frac{2\,\Gamma(11/6)}{\sqrt\pi\,\Gamma(7/3)},$$

where the last factor is $2\int_0^1\sin^{8/3}(\pi t)\,dt$. This diverges as $L^{-1/3}$. The correlation energy of the dense uniform gas varies as $\pi^{-2}(1-\ln2)\ln r_s$, with $r_s\propto n_3^{-1/3}\propto L^{1/3}$. LDA correlation thus also goes to $-\infty$, but only logarithmically, with slope $(1-\ln2)/3\pi^2$ in $\ln L$.

The exchange hole shows the reason. The LDA gives each electron the spherical hole of a uniform gas, with radius of order $n_3^{-1/3}\propto L^{1/3}$. This is much larger than $L$, so the model hole reaches outside the well, while its in-plane extent shrinks to zero. The true hole keeps an in-plane size of order $1/k_F$.

## GGA

Measure position from the midplane, $y=z/L-\frac12$. Then $n_3=(2n/L)\cos^2\pi y$, and

$$s=\Sigma\,\frac{|\sin\pi y|}{\cos^{5/3}\pi y},\qquad \Sigma=\frac{\pi/L}{(3\pi^2)^{1/3}(2n/L)^{1/3}}\propto L^{-2/3},$$

$$e_x^{GGA}=-\frac34\Big(\frac3\pi\Big)^{1/3}\Big(\frac{2n}L\Big)^{1/3}2\int_{-1/2}^{1/2}\cos^{8/3}(\pi y)\,F_x(s)\,dy .$$

**$F_x\ge c>0$.** Exchange lies below $c\,e_x^{LDA}$ and diverges. Non-positive correlation cannot compensate it.

PBE is of this kind. Its $F_x$ rises from 1 to 1.804, and $s\to\infty$ everywhere except at the midplane, so its exchange tends to 1.804 times that of the LDA. Its correlation per particle is $\epsilon_c+H$ with

$$H=\gamma\ln\Big[1+\frac{\beta}{\gamma A}R\Big],\quad R=\frac{X+X^2}{1+X+X^2},\quad X=At^2,\quad \frac{\beta}{\gamma A}=e^{-\epsilon_c/\gamma}-1 .$$

Here $t$ is the PBE correlation gradient, $t^2\propto|\nabla n_3|^2/n_3^{7/3}$. Since $R<1$, $H<-\epsilon_c$ and the correlation energy is negative. Since $1+(\beta/\gamma A)R\ge R\,e^{-\epsilon_c/\gamma}$, its magnitude is at most $\gamma\ln(1/R)$. At fixed $y\ne0$, $t^2\propto L^{-5/3}$. Because $\gamma=(1-\ln2)/\pi^2$, $A\propto r_s\propto L^{1/3}$. Thus $X\propto L^{-4/3}\to\infty$ and $R\to1$. At the midplane $\ln(1/R)$ has only an integrable logarithmic singularity, so PBE correlation tends to zero.

**$F_x\propto s^{-2}$, as in PW91.** Only a layer around the midplane, where $s\approx\pi\Sigma|y|$ is moderate, contributes to leading order. The integral becomes $(2/\pi\Sigma)\int_0^\infty F_x\,ds\propto L^{2/3}$. Multiplied by $L^{-1/3}$, this gives $e_x\propto L^{1/3}\to0$: no divergence, but a wrong limit.

**$F_x\approx b\,s^{-1/2}$.** This case separates the two. The factors of $L$ cancel, since $(2n/L)^{1/3}\Sigma^{-1/2}\propto(2n)^{1/2}$. Exchange is then finite and proportional to $k_F$, as in two dimensions, with a coefficient set by $b$.

The answer to part 3 is therefore conditional. PBE diverges as $L^{-1/3}$; a GGA as such need not. PW91 exchange combined with PBE correlation, for example, is a GGA whose two parts both tend to zero.

## A numerical case

Take $n=0.10$ Å$^{-2}$, the bare electron mass and no dielectric screening. These are round model parameters. With the levels of the empty well, one subband is filled for $L<6.86$ Å, and the bound on the higher subbands holds up to $3.43$ Å.

The two-dimensional radius is $r_s=1/\sqrt{\pi n}=3.3715$ bohr. Hence $k_F=\sqrt2/r_s=0.4195$ and $e_x^{2D}=-0.4244\times0.4195=-0.1780$ in atomic units, or $-4.844$ eV. The two-dimensional RPA correlation energy is $-3.665$ eV. The limit is

$$-4.844-3.665=-8.509\ \text{eV}\quad(-0.3127\ \text{hartree}).$$

Energies per electron in eV:

| $L$ (Å) | exchange + RPA | LDA | PBE |
|---|---|---|---|
| 3.00 | −5.220 | −4.806 | −4.892 |
| 1.00 | −6.723 | −6.693 | −7.173 |
| 0.30 | −7.790 | −9.655 | −11.569 |
| 0.10 | −8.235 | −13.538 | −18.253 |
| 0.03 | −8.421 | −19.694 | −29.449 |

The thinnest wells illustrate a mathematical limit and are not realizable samples.

At $L=0.03$ Å exchange plus RPA is still 0.088 eV above its limit, about 1% of the limiting value. Exchange supplies 0.014 eV of this. The linear law gives the same: $n=0.0280$ and $L=0.0567$ in atomic units, so $0.3247\,nL=5.2\times10^{-4}$ hartree $=0.014$ eV. The other 0.074 eV is intrasubband correlation. Between $L=0.003$ and $0.001$ Å the total difference falls by a factor 2.99, as a linear approach requires.

The higher subbands contribute $-0.136$ eV at 3 Å and $-1.7\times10^{-5}$ eV at 0.03 Å. The bound permits $-22.9$ eV at 3 Å. It proves convergence but is far too loose to serve as an estimate.

At 1 Å the LDA total agrees with exchange plus RPA to 0.03 eV. The parts do not agree: LDA exchange is 1.12 eV too low, and LDA correlation is 1.15 eV above the RPA value, higher subbands included. The agreement is a crossing of two curves. Moreover, LDA correlation describes the full correlation of the uniform gas, not its RPA part.

From 0.3 to 0.03 Å, LDA exchange grows from $-8.282$ to $-17.843$ eV. The ratio 2.154 equals $10^{1/3}$ to the digits shown. At 0.03 Å the PBE-to-LDA exchange ratio is $29.339/17.843=1.64$, still below its limit 1.804.

PW91 exchange shows why a table of finite widths cannot settle the limit. Its magnitude rises at every step from 3 Å to 0.03 Å, where it is $-16.5$ eV. At $5.3\times10^{-8}$ Å it has returned to $-0.353$ eV, and at a width ten times smaller it is $-0.164$ eV. The ratio corresponds to the predicted power $L^{1/3}$. The remaining values are in the numerical output below.

## Computed results

```
areal density n = 0.10 1/angstrom^2
2D radius r_s = 1.7841 angstrom (= 3.3715 bohr)
Fermi wave number kF = 0.7927 1/angstrom
one-subband limit: L < 6.865 angstrom
bound valid for L <= 3.432 angstrom
2D exchange = -4.8443 eV
2D RPA correlation = -3.6648 eV
2D exchange + RPA = -8.5090 eV (= -0.31270 hartree)
exchange at L=3 angstrom, real space = -3.7965 eV
exchange slope/(n L): numeric 0.32464, formula 0.32466 (a.u.)
intersubband bound constant C = 0.9347 (a.u.)
Energies per electron in eV, L in angstrom
L | exchange | RPA intra | RPA inter | sum | sum - 2D
3.00 | -3.7965 | -1.2875 | -1.362e-01 | -5.2203 | 3.2888
1.00 | -4.4244 | -2.2810 | -1.767e-02 | -6.7230 | 1.7860
0.30 | -4.7087 | -3.0792 | -1.663e-03 | -7.7895 | 0.7196
0.10 | -4.7981 | -3.4370 | -1.863e-04 | -8.2353 | 0.2737
0.03 | -4.8303 | -3.5910 | -1.678e-05 | -8.4214 | 0.0877
L | lower bound on RPA inter (eV)
3.00 | -2.289e+01
1.00 | -2.544e+00
0.30 | -2.289e-01
0.10 | -2.544e-02
0.03 | -2.289e-03
L | LDA x | LDA c | PBE x | PBE c | PW91 x (eV)
3.00 | -3.8443 | -0.9622 | -4.1584 | -0.7333 | -4.1513
1.00 | -5.5444 | -1.1490 | -6.5615 | -0.6114 | -6.4626
0.30 | -8.2822 | -1.3727 | -11.1780 | -0.3914 | -10.3945
0.10 | -11.9450 | -1.5929 | -18.0308 | -0.2223 | -14.3985
0.03 | -17.8434 | -1.8503 | -29.3390 | -0.1102 | -16.5070
L | LDA xc | PBE xc (eV)
3.00 | -4.8064 | -4.8916
1.00 | -6.6934 | -7.1729
0.30 | -9.6549 | -11.5694
0.10 | -13.5379 | -18.2531
0.03 | -19.6938 | -29.4492
power of L in RPA inter, two thinnest wells = 1.999
(sum - 2D) ratio, L=0.003 to L=0.001 angstrom = 2.989
PBE/LDA exchange ratio at L=5.29e-08 angstrom = 1.8040
LDA correlation slope in ln L = 0.2804 eV, law 0.2820 eV
PBE correlation at L=5.29e-05 angstrom = -2.04e-03 eV
PW91 exchange at L=5.29e-08 angstrom = -0.3528 eV
PW91 exchange at L=5.29e-09 angstrom = -0.1637 eV
power of L in thin-limit PW91 exchange = 0.3333
```
